# Built-In Field Enhancement of Dopant Diffusion and Its Bound of Two

## Theorem

Let a semiconductor contain one donor species of charge $+q$ and concentration $C(x)$, and let $n$, $p$ and $n_i$ be the electron, hole and intrinsic concentrations. Under assumptions A1–A4 below, the donor flux is

$$J=-D\,h\,\frac{dC}{dx},\qquad h=1+\frac{C}{\sqrt{C^2+4n_i^2}}=\frac{2n}{n+p},\qquad 1\le h<2 .$$

The factor $h$ compares the flux with $-D\,dC/dx$ at the same $D$. Two is approached as $C/n_i\to\infty$ and is not reached at any finite $C$ with $n_i>0$.

**A1. Ion transport.** The ions are dilute and obey the Einstein relation. With electrostatic potential $\psi$ and $u=q\psi/kT$,
$$J=-D\left(\frac{dC}{dx}+C\frac{du}{dx}\right).\tag{1}$$
The second term is drift: the field is $E=-(kT/q)\,du/dx$, the ion mobility is $qD/kT$, and their product with $C$ is $-DC\,du/dx$.

**A2. Carriers.** Electrons and holes are non-degenerate and move so much faster than the ions that they stay in equilibrium. The temperature and $n_i$ are uniform.

**A3. Charge.** Every donor is ionized, and there is no other fixed charge.

**A4. Neutrality.** The profile varies slowly on the scale of the screening length, so that $n-p=C$ locally.

For a single acceptor species the charge changes sign, $n$ and $p$ exchange roles, and $h$ is the same function of $C$.

## Lemma 1: carriers in a neutral region

*Under A2–A4,*
$$n=\frac{C+\sqrt{C^2+4n_i^2}}{2},\qquad n+p=\sqrt{C^2+4n_i^2}.\tag{2}$$

**Proof.** Zero electron current means that diffusion balances drift, $dn/dx=n\,du/dx$. Hence $n\propto e^{u}$. The holes have the opposite charge, so $p\propto e^{-u}$. Choosing the zero of potential where $n=n_i$ gives
$$n=n_ie^{u},\qquad p=n_ie^{-u},\qquad np=n_i^2 .$$
Inserting $p=n_i^2/n$ into $n-p=C$ and multiplying by $n$ gives $n^2-Cn-n_i^2=0$. The product of its roots is $-n_i^2<0$, so one root is positive, and it is the $n$ in (2). For the sum,
$$(n+p)^2=(n-p)^2+4np=C^2+4n_i^2,$$
and $n+p$ is positive. ∎

## Lemma 2: the potential follows the dopant

*Under the same assumptions, $du/dC=1/(n+p)$.*

**Proof.** Neutrality reads $n_i(e^u-e^{-u})=C$. Differentiating with respect to $C$ gives $n_i(e^u+e^{-u})\,du/dC=1$, and the factor in front is $n+p$. ∎

The potential is therefore highest where the donors are densest. The field points down the concentration gradient and pushes the positive donors the way they already diffuse. Its origin is the electron cloud, which tends to spread out and is held back by the ions.

## Proof of the theorem

By the chain rule, $du/dx=(du/dC)(dC/dx)$. Equation (1) becomes
$$J=-D\left(1+\frac{C}{n+p}\right)\frac{dC}{dx},$$
and (2) supplies the square root. Since $C=n-p$,
$$h=1+\frac{n-p}{n+p}=\frac{2n}{n+p},\qquad 2-h=\frac{2p}{n+p}>0 .$$
The last inequality is strict because $p=n_i^2/n$ is positive. From $C\ge0$ it follows that $h\ge1$. ∎

**Remark 1: limits.** For $C\ll n_i$ the root tends to $2n_i$ and $h\simeq1+C/2n_i$: the thermally generated carriers screen the donors and the field is weak. For $C\gg n_i$ we have $n\simeq C$ and $p\simeq n_i^2/C$, so
$$2-h\simeq\frac{2n_i^2}{C^2}.$$
In this limit each donor is matched by one electron, $u$ follows $\ln C$, and drift equals diffusion. That equality is the origin of the two. The midpoint $h=3/2$ requires $2C=\sqrt{C^2+4n_i^2}$, hence $3C^2=4n_i^2$ and $C=2n_i/\sqrt3=1.155\,n_i$. At $C/n_i=1$, 2, 5 and 10 the factor is 1.447, 1.707, 1.928 and 1.981.

## Corollary: spreading of a profile

*Let $D$ be constant, let the surface $x=0$ reflect the dopant, and let $C$ vanish rapidly at depth. With dose $Q=\int_0^\infty C\,dx$,*
$$\frac{d}{dt}\int_0^\infty x^2C\,dx=4D\int_0^\infty(n-n_i)\,dx,\tag{3}$$
*and for $Q>0$ the right side lies between $2DQ$, the value without the field, and $4DQ$.*

**Proof.** Differentiating (2),
$$\frac{dn}{dC}=\frac12\left(1+\frac{C}{\sqrt{C^2+4n_i^2}}\right)=\frac h2,$$
so $J=-2D\,dn/dx$. Continuity, $\partial C/\partial t=-\partial J/\partial x$, and two integrations by parts give
$$\frac{d}{dt}\int x^2C\,dx=2\int xJ\,dx=-4D\int x\frac{dn}{dx}dx=4D\int(n-n_i)\,dx .$$
The boundary terms $x^2J$ and $x(n-n_i)$ vanish at both ends. For the bounds, $2n_i\le\sqrt{C^2+4n_i^2}\le C+2n_i$ inserted in (2) yields $C/2\le n-n_i\le C$, with strict inequalities where $C>0$. ∎

## Remark 2: charged defects change $D$, not $h$

Dopants often move by pairing with point defects. Suppose that a donor pairs with a defect of charge $-kq$, where $k=0,1,2,\dots$, and that the neutral form of the defect is uniform and in equilibrium. The charged defects then have a density proportional to $n^k$, and the pairs have density $P=K_kCn^k$ and charge $(1-k)q$. With pair diffusivity $d_k$,
$$J_k=-d_k\left[\frac{dP}{dx}+(1-k)P\frac{du}{dx}\right].$$
Since $dn/dx=n\,du/dx$, the first term is $K_kn^k(dC/dx+kC\,du/dx)$. The terms in $k$ cancel:
$$J_k=-d_kK_kn^k\left(\frac{dC}{dx}+C\frac{du}{dx}\right)=-D_k\left(\frac{n}{n_i}\right)^k h\,\frac{dC}{dx},\qquad D_k=d_kK_kn_i^k .$$
Each channel carries the same $h$. The power of $n/n_i$ belongs to the diffusivity and has no bound of two.

## Remark 3: the error of neutrality

With permittivity $\varepsilon$, Poisson's equation $-\varepsilon\psi''=q(C+p-n)$ becomes
$$\lambda^2u''=2\sinh u-\frac{C}{n_i},\qquad \lambda^2=\frac{\varepsilon kT}{q^2n_i}.$$
Neutrality drops the left side and gives a potential $u_0$. Writing $u=u_0+u_1$ and keeping first order in $u_1$ and $\lambda^2$,
$$u_1=\frac{\lambda^2u_0''}{2\cosh u_0}=\lambda_s^2u_0'',\qquad \lambda_s=\lambda\sqrt{\frac{n_i}{n+p}} .$$
Here $\lambda_s$ is the local screening length. The change of $h$ is $C\,u_1'/C'$. If a profile is stretched to a width $w$ at fixed peak, $u_1$ scales as $w^{-2}$ and the ratio $u_1'/C'$ brings no further power of $w$. At a fixed position $x/w$ where $C'\neq0$ the error thus falls as $w^{-2}$. Two places are excepted. If the profile meets a field-free surface with a finite slope, $u_0$ does not satisfy the boundary condition, and within a few $\lambda_s$ of the surface the error in $h$ is of order one at any $w$. At the peak of an asymmetric buried profile $C'=0$ while $u_1'\neq0$, so the ratio, and $h$ with it, loses its meaning there, although the error in the flux stays small.

## Worked example: an arsenic-like profile near 1000 °C

The parameters are rough typical values for arsenic in silicon: $T=1273.15$ K ($kT=0.1097$ eV), $n_i=7\times10^{18}$ cm⁻³, $D=2\times10^{-15}$ cm²/s and relative permittivity 12. The initial profile is a half-Gaussian with a peak of $5\times10^{19}$ cm⁻³ at the surface and a width of 40 nm, a dose of $2.5\times10^{14}$ cm⁻². The anneal lasts 1800 s.

At the initial peak $C/n_i=7.143$, and
$$h=1+\frac{7.143}{\sqrt{7.143^2+4}}=1.963 .$$
The gap to two is 0.037; the estimate $2n_i^2/C^2$ gives 0.039. The largest initial field is 0.031 MV/cm.

**Profiles after the anneal.** Without the field, the Gaussian keeps its shape. As $D=0.2$ nm²/s, its width becomes
$$\sqrt{40^2+2(0.2)(1800)}\ \text{nm}=48.2\ \text{nm}.$$
The rows with a field come from numerical solution with the same initial profile, time and intrinsic $D$. Depth is read at $10^{18}$ cm⁻³.

| Model | Depth (nm) | Rms depth (nm) |
|---|---|---|
| Before the anneal | 111.9 | 40.0 |
| No field | 131.5 | 48.2 |
| Factor $h$, constant $D$ | 136.7 | 52.5 |
| Full Poisson field, constant $D$ | 136.7 | 52.5 |
| Factor $h$, diffusivity $Dn/n_i$ | 152.5 | 66.3 |

At constant $D$ the field adds about 5 nm to the depth. The integral of $x^2C$ grows 1.60 times as much as without the field, inside the interval from one to two set by the corollary.

Equation (3) also shows why the gain stays well below the peak value of $h$. The ratio of local contributions with and without the field is $2(n-n_i)/C$. Because $dn/dC=h/2$, this ratio is the average of $h$ over concentrations from zero to $C$, and it rises with $C$. At the initial peak $n=5.096\times10^{19}$ cm⁻³, so it equals $2(5.096-0.7)/5=1.76$. Everywhere else, and at later times when the peak has fallen, it is smaller.

**Neutrality.** Here $\lambda=3.22$ nm. On the initial Gaussian, the largest absolute difference between $h$ from Poisson's equation and the neutral formula is 0.0038. At widths of 80 and 160 nm with the same peak it is 0.00097 and 0.00024, a ratio of about four per doubling, as Remark 3 predicts. For this profile neutrality is a minor source of error.

**Linear drift.** Over an atomic spacing of 0.235 nm, the largest field changes an ion's energy by 0.0066 $kT$. A drift term linear in the field is therefore adequate.

## Where the bound fails

**Multiple charge.** For a fully ionized donor of charge $zq$, neutrality is $n-p=zC$, so $du/dC=z/(n+p)$. The drift term in (1) gains another factor $z$, and
$$h=1+\frac{z^2C}{\sqrt{z^2C^2+4n_i^2}}\ \longrightarrow\ 1+|z|\qquad(C\gg n_i).$$

**Opposite background doping.** Add a uniform, immobile, ionized acceptor concentration $N>0$. Then $n-p=C-N$ and
$$h=1+\frac{C}{\sqrt{(C-N)^2+4n_i^2}} .$$
The derivative of the fraction with respect to $C$ has the sign of
$$(C-N)^2+4n_i^2-C(C-N)=4n_i^2-N(C-N).$$
It is positive below $C=N+4n_i^2/N$ and negative above, so this point is the maximum. There $C-N=4n_i^2/N$, and
$$C=\frac{N^2+4n_i^2}{N},\qquad \sqrt{(C-N)^2+4n_i^2}=\frac{2n_i}{N}\sqrt{N^2+4n_i^2},$$
$$h_{\max}=1+\sqrt{1+\frac{N^2}{4n_i^2}}>2 .$$
In the formula any such background breaks the bound, but only above $C=N/2+2n_i^2/N$. For $N=10^{17}$ cm⁻³ and the example's $n_i$ this is $9.8\times10^{20}$ cm⁻³, where the dilute, non-degenerate model no longer applies, so a weak background has no practical effect of this kind. For $N=2\times10^{19}$ cm⁻³, chosen well above ordinary well doping, $h_{\max}=2.74$ at $C=2.98\times10^{19}$ cm⁻³. When $N$ is well above $n_i$, few carriers are present near compensation, and a given change of $C$ needs a large change of potential.

**Degeneracy.** With Fermi–Dirac electrons, $n=N_cF_{1/2}(\eta)$, where $N_c$ is the effective density of states, $F_{1/2}$ the normalized Fermi integral and $\eta$ the Fermi level measured from the band edge in units of $kT$. A constant electrochemical potential makes $du=d\eta$, so $h=1+C\,d\eta/dC$. For moderate density $F_{1/2}\simeq e^\eta-e^{2\eta}/\sqrt8$. Taking the logarithm and inverting to first order,
$$\eta\simeq\ln\frac n{N_c}+\frac{n}{\sqrt8N_c},\qquad \frac{dn}{d\eta}\simeq\frac{n}{1+\delta},\qquad \delta=\frac{n}{\sqrt8N_c}.$$
The holes remain non-degenerate, with $dp/d\eta=-p$. Neutrality then gives $dC/d\eta=n/(1+\delta)+p$, and
$$h\simeq1+\frac{C}{n/(1+\delta)+p}.$$
A rough density-of-states mass of 1.1 electron masses gives $N_c=2.53\times10^{20}$ cm⁻³. At the peak $\delta=0.071$ and $p=0.096\times10^{19}$ cm⁻³, so $h\simeq1+5/(4.757+0.096)=2.03$; the full Fermi integral also gives 2.03. In this refined model $h$ passes two at $C=4.0\times10^{19}$ cm⁻³, below the example's own peak, and reaches 2.27 at $2\times10^{20}$ cm⁻³. A compressed electron gas needs a steeper potential to hold the same density gradient.

## Remark 4: Coulomb correlations act the other way

Each ion gathers a screening cloud, which lowers its energy. Linear screening by carriers gives a potential $-q\kappa/4\pi\varepsilon$ at the ion, with $\kappa=1/\lambda_s$. Building up the ion's charge from zero at fixed $\kappa$ supplies a factor one half, so the free energy per volume changes by
$$f=-C\,\frac{q^2\kappa}{8\pi\varepsilon}.$$

To connect $f$ with $h$, let $\mu_d$ and $\mu_e$ be the chemical potentials of ions and electrons without their electrostatic energies. The force on an ion is $-d(\mu_d+q\psi)/dx$. Electron equilibrium keeps $\mu_e-q\psi$ constant, so the force is $-d(\mu_d+\mu_e)/dx$. This sum is the cost of adding a donor with its electron, $dF/dC$, where $F(C)$ is the free energy of the neutral material, minimized over electron–hole pairs. Hence
$$h=\frac{C}{kT}\frac{d^2F}{dC^2}.$$
For ideal ions and carriers $dF/dC=kT(\ln C+\ln n)+\text{const}$, which returns $h=1+C/(n+p)$. Because $F$ is already a minimum, a small added $f$ changes it to first order by $f$ at the unperturbed carrier densities, and
$$\Delta h=\frac{C}{kT}\frac{d^2f}{dC^2}.$$
When $C\gg n_i$, $\kappa\propto C^{1/2}$ and $f\propto-C^{3/2}$. Two derivatives then give $\Delta h=-\tfrac34\,q^2\kappa/(8\pi\varepsilon kT)$.

At the peak $\lambda_s=1.18$ nm and the screening energy is 0.051 eV, so the limit gives $-0.75\times0.0507/0.1097=-0.35$. Keeping the finite $n_i$ in the derivatives changes this by less than one percent. This is a size, not a correction to apply: the energy is nearly half of $kT$, so linear screening is strained, and the electrons have been treated as classical particles. Their thermal wavelength, a few nanometres, exceeds the screening length, so they cannot gather as closely around an ion as assumed, and this ion–carrier term is overestimated. Correlations among the ions and among the carriers are left out; in the same classical linear screening they also lower the free energy as $-C^{3/2}$ and so lower $h$ further. The total shift could therefore be smaller or larger than the figure above. As it stands, the estimate exceeds the degeneracy shift of $+0.07$ and has the opposite sign. At this peak the estimates lean toward a value below two, but they are too rough to fix a real $h$.

## Remark 5: are the donors fully ionized?

For isolated donors with a rough binding energy $E_b=0.054$ eV and twofold spin degeneracy, mass action gives a neutral-to-ionized ratio $2(n/N_c)e^{E_b/kT}$. Solved together with neutrality, it makes 32% of the donors neutral at the peak, which would violate A3. This counts only the lowest donor level. In silicon, further levels formed from the several conduction-band valleys lie less than $kT$ above it and would raise the share.

Screening weakens the binding. Numerical solution of the radial Schrödinger equation shows that a screened Coulomb well loses its last bound state when the screening length falls below 0.84 Bohr radii. A rough donor mass of 0.3 electron masses gives a radius of 2.12 nm and a critical length of 1.78 nm. The actual 1.18 nm is shorter, and no bound state remains. If the radius is inferred instead from the binding energy, it is 1.11 nm, the critical length is 0.93 nm, and a bound state survives, though with a binding of only a few meV, far below $kT$. Full ionization at the peak is thus plausible but not established by this estimate.

## The example beside a real anneal

The temperature, peak concentration and time are in the range of a furnace anneal of a moderately heavy arsenic implant. One large effect omitted from the constant-$D$ calculation is the dependence of $D$ on the electron concentration. If singly negative defects carry all the transport, the diffusivity at the initial peak rises by a factor $n/n_i=7.28$, and the whole prefactor by a factor $7.28\times1.963=14.3$. In the table this moves the depth from 136.7 to 152.5 nm, about three times the shift due to the field alone. If neutral and singly negative defects share the transport, the diffusivity at the same intrinsic $D$ lies between the two cases.

Three further effects are left out and not sized: clustering, which makes part of the arsenic immobile and electrically inactive; excess point defects left by implantation, which can speed up diffusion early in an anneal; and segregation at the surface. The theorem should therefore be used as a rule for the field factor of one ideal dopant, with $n_i$ taken at the process temperature. It does not limit the total enhancement of diffusion in a heavily doped layer. The values behind the example are listed in the numerical output that follows.

## Numbers as computed

```
temperature = 1273.15 K, kT = 0.1097 eV
intrinsic concentration ni = 7.00e+18 cm^-3 (rough)
diffusivity D = 2.0e-15 cm^2/s (rough), time = 1800 s
peak C = 5.0e+19 cm^-3, Gaussian width = 40 nm
relative permittivity = 12.0 (rough)
dose = 2.507e+14 cm^-2
C/ni = 0.100: h = 1.0499
C/ni = 1.000: h = 1.4472
C/ni = 1.155: h = 1.5000
C/ni = 2.000: h = 1.7071
C/ni = 5.000: h = 1.9285
C/ni = 10.000: h = 1.9806
peak: C/ni = 7.143, n = 5.096e+19, p = 9.615e+17 cm^-3
peak: h = 1.9630, 2-h = 0.0370
peak: estimate 2(ni/C)^2 = 0.0392
peak: n/ni = 7.280
peak: (n/ni)*h = 14.29
length lam = 3.224 nm
largest built-in field = 0.0310 MV/cm
field energy over one jump of 0.235 nm / kT = 0.0066
depth where C = 1e+18 cm^-3, and rms depth:
  before anneal: 111.9 nm, rms 40.00 nm, surface C 5.00e+19 cm^-3
  no field: 131.5 nm, rms 48.17 nm, surface C 4.15e+19 cm^-3
  with h: 136.7 nm, rms 52.46 nm, surface C 3.67e+19 cm^-3
  full Poisson field: 136.7 nm, rms 52.46 nm, surface C 3.67e+19 cm^-3
  with h and D*n/ni: 152.5 nm, rms 66.27 nm, surface C 2.59e+19 cm^-3
second-moment gain, h / no field = 1.601
second-moment gain, Poisson / no field = 1.600
second-moment gain, Poisson / neutral law = 0.9995
largest neutrality error in h, width 40 nm = 0.0038
same, width 80 nm = 0.00097, width 160 nm = 0.00024
acceptor background = 2.0e+19 cm^-3: max h = 2.744
  reached at C = 2.98e+19 cm^-3
density-of-states mass = 1.1 (rough), Nc = 2.531e+20 cm^-3
Fermi-Dirac h at peak = 2.0320
Fermi-Dirac h at 2e20 cm^-3 = 2.2709
Fermi-Dirac h passes 2 at C = 4.03e+19 cm^-3
screening length at peak = 1.184 nm
ion screening energy at peak = 0.0507 eV
classical screening change of h at peak = -0.345
donor binding energy = 0.054 eV (rough)
isolated-donor neutral share at peak = 0.315
critical screening length / Bohr radius = 0.8399
  donor mass 0.3 (rough): radius 2.12 nm, critical 1.78 nm
  from binding energy: radius 1.11 nm, critical 0.93 nm
```
